# Why a 1s³ Product Falls Below the Lithium Ground Level: test program

```python
"""
Result under test: for three electrons at a nucleus of charge Z = 3, the product
1s(1)1s(2)1s(3) has the minimum energy -(3/2)(Z-5/8)^2. It lies below the lithium
level, yet it is a valid upper bound to the lowest level of H over ALL functions,
which is totally symmetric in space (spinless bosons). Electron states are bounded
only by trial functions antisymmetric in space and spin together.

Symbols: zeta = orbital exponent; h = one-electron Hamiltonian (kinetic + nuclear);
K = (h_i + h_j)/2 + 1/r_ij = pair operator, whose sum over the three pairs is H;
e_s, e_t = lowest levels of K for symmetric / antisymmetric pair functions.
Energies are in hartree; the nucleus is fixed and relativity is left out.
"""
import numpy as np
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, ao2mo, fci

Z = 3
REFERENCE = -7.478   # input: nonrelativistic lithium level, rounded
EV = physical_constants["Hartree energy in eV"][0]

# ---------- one-parameter energies by quadrature from the definition ----------
x, w = np.polynomial.legendre.leggauss(240)
R_MAX = 30.0
r, wr = 0.5 * R_MAX * (x + 1), 0.5 * R_MAX * w
y, v = np.polynomial.legendre.leggauss(80)
t, wt = 0.5 * (y + 1), 0.5 * v
inner = r[:, None] * t[None, :]          # points between 0 and r


def u1(s, zeta):
    return 2 * zeta**1.5 * s * np.exp(-zeta * s)


def du1(s, zeta):
    return 2 * zeta**1.5 * (1 - zeta * s) * np.exp(-zeta * s)


def u2(s, zeta):
    return zeta**1.5 / np.sqrt(2) * s * (1 - zeta * s / 2) * np.exp(-zeta * s / 2)


def du2(s, zeta):
    poly = 1 - 1.5 * zeta * s + zeta**2 * s**2 / 4
    return zeta**1.5 / np.sqrt(2) * poly * np.exp(-zeta * s / 2)


def one_body(u, du, zeta):
    return np.sum(wr * (0.5 * du(r, zeta)**2 - Z * u(r, zeta)**2 / r))


def repulsion(p, q):
    """Double radial integral of p(r) q(r') / max(r, r')."""
    p_inside = r * (p(inner) @ wt)
    q_inside = r * (q(inner) @ wt)
    return np.sum(wr * (p(r) * q_inside + q(r) * p_inside) / r)


def coulomb_11(zeta):
    def d1(s):
        return u1(s, zeta)**2
    return repulsion(d1, d1)


def coulomb_exchange_12(zeta):
    def d1(s):
        return u1(s, zeta)**2

    def d2(s):
        return u2(s, zeta)**2

    def d12(s):
        return u1(s, zeta) * u2(s, zeta)
    return repulsion(d1, d2), repulsion(d12, d12)


def product_energy(zeta, electrons):
    pairs = electrons * (electrons - 1) // 2
    return electrons * one_body(u1, du1, zeta) + pairs * coulomb_11(zeta)


def determinant_energy(zeta):
    j12, k12 = coulomb_exchange_12(zeta)
    return (2 * one_body(u1, du1, zeta) + one_body(u2, du2, zeta)
            + coulomb_11(zeta) + 2 * j12 - k12)


def minimum(function):
    found = minimize_scalar(function, bounds=(1.5, 3.5), method="bounded",
                            options={"xatol": 1e-8})
    return found.x, found.fun


zeta_prod, e_prod = minimum(lambda z: product_energy(z, 3))
zeta_ion, e_ion_prod = minimum(lambda z: product_energy(z, 2))
zeta_det, e_det = minimum(determinant_energy)
j11 = coulomb_11(1.0)
j12, k12 = coulomb_exchange_12(1.0)
C = 5 / 8 + 2 * 17 / 81 - 16 / 729
assert abs(j11 - 5 / 8) < 1e-9
assert abs(j12 - 17 / 81) < 1e-9 and abs(k12 - 16 / 729) < 1e-9
assert abs(zeta_prod - (Z - 5 / 8)) < 1e-5
assert abs(e_prod + 1.5 * (Z - 5 / 8)**2) < 1e-8
assert abs(zeta_ion - (Z - 5 / 16)) < 1e-5
assert abs(e_ion_prod + (Z - 5 / 16)**2) < 1e-8
assert abs(zeta_det - (Z - 4 * C / 9)) < 1e-5
assert abs(e_det + 9 / 8 * (Z - 4 * C / 9)**2) < 1e-8

# ---------- permutation projectors ----------
SYM2 = [(0.5, (0, 1)), (0.5, (1, 0))]
ANTI2 = [(0.5, (0, 1)), (-0.5, (1, 0))]
EVEN = [(0, 1, 2), (1, 2, 0), (2, 0, 1)]
ODD = [(1, 0, 2), (0, 2, 1), (2, 1, 0)]
SYM3 = [(1 / 6, p) for p in EVEN + ODD]
ANTI3 = [(1 / 6, p) for p in EVEN] + [(-1 / 6, p) for p in ODD]
MIXED3 = [(2 / 3, EVEN[0]), (-1 / 3, EVEN[1]), (-1 / 3, EVEN[2])]


def permuted_sum(matrix, size, terms):
    """Sum of coefficient * permutation, acting on the rows of matrix."""
    n = len(terms[0][1])
    tensor = matrix.reshape((size,) * n + (-1,))
    return sum(c * tensor.transpose(p + (n,)).reshape(matrix.shape)
               for c, p in terms)


def lowest(matrix):
    return eigvalsh((matrix + matrix.T) / 2, subset_by_index=[0, 0])[0]


# Number of antisymmetric spin functions for two and for three spins one-half
spin_count2 = np.trace(permuted_sum(np.eye(4), 2, ANTI2))
spin_count3 = np.trace(permuted_sum(np.eye(8), 2, ANTI3))
assert abs(spin_count2 - 1) < 1e-12 and abs(spin_count3) < 1e-12
assert np.abs(permuted_sum(np.eye(8), 2, ANTI3)).max() < 1e-12

# Sum of the three pair-singlet projectors, against the total spin
singlets = permuted_sum(np.eye(8), 2, [(1.5, EVEN[0])] + [(-0.5, p) for p in ODD])
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
one = np.eye(2)
spin_squared = np.zeros((8, 8), complex)
for s in pauli:
    total = 0.5 * (np.kron(np.kron(s, one), one) + np.kron(np.kron(one, s), one)
                   + np.kron(np.kron(one, one), s))
    spin_squared += total @ total
s2_values, s2_vectors = np.linalg.eigh(spin_squared)
weights = np.real(np.diag(s2_vectors.conj().T @ singlets @ s2_vectors))
doublet_weight = weights[np.abs(s2_values - 0.75) < 1e-9]
quartet_weight = weights[np.abs(s2_values - 3.75) < 1e-9]
assert len(doublet_weight) == 4 and np.allclose(doublet_weight, 1.5)
assert len(quartet_weight) == 4 and np.allclose(quartet_weight, 0)


# ---------- integrals and diagonalizations ----------
def integrals(s_exp, p_exp=(), d_exp=()):
    shells = [[l, [float(a), 1.0]]
              for l, group in enumerate((s_exp, p_exp, d_exp)) for a in group]
    mol = gto.M(atom="Li 0 0 0", basis={"Li": shells}, spin=1, verbose=0)
    kinetic, nuclear = mol.intor("int1e_kin"), mol.intor("int1e_nuc")
    # a screened nucleus supplies convenient orthonormal orbitals
    orbitals = eigh(kinetic + 0.8 * nuclear, mol.intor("int1e_ovlp"))[1]
    h = orbitals.T @ (kinetic + nuclear) @ orbitals
    size = h.shape[0]
    return h, ao2mo.restore(1, ao2mo.kernel(mol, orbitals), size)


def pair_matrix(h, eri):
    size = len(h)
    unit = np.eye(size)
    return (np.kron(h, unit) + np.kron(unit, h)
            + eri.transpose(0, 2, 1, 3).reshape(size**2, size**2))


def pair_levels(h, eri):
    matrix = pair_matrix(h / 2, eri)
    return (lowest(permuted_sum(matrix, len(h), SYM2)),
            lowest(permuted_sum(matrix, len(h), ANTI2)))


def full_ci(h, eri):
    solver = fci.direct_spin1.FCI()
    solver.max_cycle, solver.conv_tol = 200, 1e-9
    energy, vector = solver.kernel(h, eri, len(h), (2, 1))
    assert np.all(solver.converged)
    return energy, solver.spin_square(vector, len(h), (2, 1))[0]


S_EXP = 0.025 * 3.0**np.arange(10)
P_EXP = 0.03 * 3.0**np.arange(7)
D_EXP = [3.2]

# Three particles in s orbitals, no symmetry imposed
h_s, g_s = integrals(S_EXP)
m = len(h_s)
unit = np.eye(m)
H3 = (np.einsum("ad,be,cf->abcdef", h_s, unit, unit)
      + np.einsum("ad,be,cf->abcdef", unit, h_s, unit)
      + np.einsum("ad,be,cf->abcdef", unit, unit, h_s)
      + np.einsum("adbe,cf->abcdef", g_s, unit)
      + np.einsum("adcf,be->abcdef", g_s, unit)
      + np.einsum("becf,ad->abcdef", g_s, unit)).reshape(m**3, m**3)
e_all = lowest(H3)
e_boson = lowest(permuted_sum(H3, m, SYM3))
e_mixed = lowest(permuted_sum(H3, m, MIXED3))
e_anti = lowest(permuted_sum(H3, m, ANTI3))
e_ci_s, spin_s = full_ci(h_s, g_s)
assert abs(e_all - e_boson) < 1e-8
assert e_boson < e_prod
assert e_boson < e_mixed < e_anti
assert abs(e_mixed - e_ci_s) < 1e-6 and abs(spin_s - 0.75) < 1e-4

# Pair levels in growing bases, and the bounds built from them
pair = [pair_levels(h_s, g_s), pair_levels(*integrals(S_EXP, P_EXP)),
        pair_levels(*integrals(S_EXP, P_EXP, D_EXP))]
assert e_boson >= 3 * pair[0][0]
assert e_mixed >= 1.5 * sum(pair[0])
assert e_anti >= 3 * pair[0][1]
drop_p = pair[0][0] - pair[1][0]
drop_d = pair[1][0] - pair[2][0]
assert drop_p > drop_d > 0
assert 0 <= pair[0][1] - pair[2][1] < 0.02
e_s, e_t = pair[2]
bound_doublet, bound_quartet, bound_boson = 1.5 * (e_s + e_t), 3 * e_t, 3 * e_s
margin = bound_doublet - e_prod
assert bound_doublet < bound_quartet
assert bound_boson < e_prod
assert margin > 20 * drop_d and margin > 0.3

# Lithium and its ion by full configuration interaction in one basis
h_ci, g_ci = integrals(S_EXP, [0.25, 1.0, 3.5, 12.0], D_EXP)
e_li, spin_li = full_ci(h_ci, g_ci)
e_ion = lowest(permuted_sum(pair_matrix(h_ci, g_ci), len(h_ci), SYM2))
assert abs(spin_li - 0.75) < 1e-4
assert bound_doublet < REFERENCE < e_li < -7.46
assert e_li < e_det and e_ion < e_ion_prod
ip_prod, ip_ci = e_ion_prod - e_prod, e_ion - e_li
assert ip_prod > 4 * ip_ci > 0

# ---------- output ----------
print(f"Nuclear charge Z: {Z}")
print(f"Input reference level of Li: {REFERENCE:.3f} hartree")
print(f"1s-1s repulsion at zeta=1: {j11:.6f} hartree")
print(f"1s^3 product, best zeta: {zeta_prod:.4f} per bohr")
print(f"1s^3 product, energy: {e_prod:.4f} hartree = {e_prod * EV:.2f} eV")
print(f"1s^3 energy minus reference: {e_prod - REFERENCE:.3f} hartree")
print(f"1s^2 product for Li+, best zeta: {zeta_ion:.4f} per bohr")
print(f"1s^2 product for Li+, energy: {e_ion_prod:.4f} hartree")
print(f"Antisymmetric spin functions, 2 spins: {spin_count2:.0f}")
print(f"Antisymmetric spin functions, 3 spins: {abs(spin_count3):.0f}")
print(f"1s-2s Coulomb integral at zeta=1: {j12:.6f} hartree")
print(f"1s-2s exchange integral at zeta=1: {k12:.6f} hartree")
print(f"Repulsion coefficient C of determinant: {C:.6f}")
print(f"1s^2 2s determinant, best zeta: {zeta_det:.4f} per bohr")
print(f"1s^2 2s determinant, energy: {e_det:.4f} hartree = {e_det * EV:.2f} eV")
print(f"Number of s orbitals in three-particle test: {m}")
print(f"Dimension of three-particle space: {m**3}")
print(f"Lowest level, no symmetry imposed: {e_all:.4f} hartree")
print(f"Lowest totally symmetric level: {e_boson:.4f} hartree")
print(f"Lowest mixed-symmetry level: {e_mixed:.4f} hartree")
print(f"Lowest spatially antisymmetric level: {e_anti:.4f} hartree")
print(f"Determinant CI doublet, same s orbitals: {e_ci_s:.4f} hartree")
print(f"Singlet-pair weight, total spin 1/2: {doublet_weight.mean():.2f}")
print(f"Singlet-pair weight, total spin 3/2: {abs(quartet_weight.mean()):.2f}")
for name, (es, et) in zip(("s", "s,p", "s,p,d"), pair):
    print(f"Pair levels, {name} basis: e_s={es:.4f}, e_t={et:.4f} hartree")
print(f"Lower bound, electron doublet: {bound_doublet:.2f} hartree")
print(f"Lower bound, electron quartet: {bound_quartet:.2f} hartree")
print(f"Lower bound, bosons: {bound_boson:.2f} hartree")
print(f"Doublet bound minus 1s^3 energy: {margin:.2f} hartree")
print(f"Number of orbitals in Li full CI: {len(h_ci)}")
print(f"Full CI energy of Li: {e_li:.4f} hartree = {e_li * EV:.2f} eV")
print(f"Full CI <S^2> of Li: {spin_li:.4f} hbar^2")
print(f"Full CI energy of Li+: {e_ion:.4f} hartree")
print(f"Ionization energy, products: {ip_prod:.4f} hartree = {ip_prod * EV:.2f} eV")
print(f"Ionization energy, full CI: {ip_ci:.4f} hartree = {ip_ci * EV:.2f} eV")
print("finished without a failed check")
```

Printed output:

```
Nuclear charge Z: 3
Input reference level of Li: -7.478 hartree
1s-1s repulsion at zeta=1: 0.625000 hartree
1s^3 product, best zeta: 2.3750 per bohr
1s^3 product, energy: -8.4609 hartree = -230.23 eV
1s^3 energy minus reference: -0.983 hartree
1s^2 product for Li+, best zeta: 2.6875 per bohr
1s^2 product for Li+, energy: -7.2227 hartree
Antisymmetric spin functions, 2 spins: 1
Antisymmetric spin functions, 3 spins: 0
1s-2s Coulomb integral at zeta=1: 0.209877 hartree
1s-2s exchange integral at zeta=1: 0.021948 hartree
Repulsion coefficient C of determinant: 1.022805
1s^2 2s determinant, best zeta: 2.5454 per bohr
1s^2 2s determinant, energy: -7.2891 hartree = -198.35 eV
Number of s orbitals in three-particle test: 10
Dimension of three-particle space: 1000
Lowest level, no symmetry imposed: -8.5998 hartree
Lowest totally symmetric level: -8.5998 hartree
Lowest mixed-symmetry level: -7.4476 hartree
Lowest spatially antisymmetric level: -5.1956 hartree
Determinant CI doublet, same s orbitals: -7.4476 hartree
Singlet-pair weight, total spin 1/2: 1.50
Singlet-pair weight, total spin 3/2: 0.00
Pair levels, s basis: e_s=-2.8868, e_t=-2.3538 hartree
Pair levels, s,p basis: e_s=-2.9252, e_t=-2.3549 hartree
Pair levels, s,p,d basis: e_s=-2.9276, e_t=-2.3549 hartree
Lower bound, electron doublet: -7.92 hartree
Lower bound, electron quartet: -7.06 hartree
Lower bound, bosons: -8.78 hartree
Doublet bound minus 1s^3 energy: 0.54 hartree
Number of orbitals in Li full CI: 27
Full CI energy of Li: -7.4742 hartree = -203.38 eV
Full CI <S^2> of Li: 0.7500 hbar^2
Full CI energy of Li+: -7.2764 hartree
Ionization energy, products: 1.2383 hartree = 33.70 eV
Ionization energy, full CI: 0.1978 hartree = 5.38 eV
finished without a failed check
```
